# Partitioned rational function optimisation for index-one saddles

## What Newton's method does from the wrong region

A transition state on a potential energy surface $V(q)$ is a stationary point of index one: its Hessian has one negative eigenvalue and all others are positive. Newton's method converges rapidly once it is close to such a point. Started elsewhere, it may head for a stationary point of a different index.

The reason is visible in the eigenvectors of the Hessian. Let $g$ be the gradient and $H$ the Hessian at the current point, with

$$Hv_i=b_iv_i,\qquad F_i=v_i\cdot g,\qquad h=\sum_i h_iv_i .$$

Coordinates are lengths divided by a fixed scale $\ell$, so $q$ and the step $h$ are dimensionless, while $g$, $H$ and $b_i$ are energies. Setting the gradient of the quadratic model $g\cdot h+\tfrac12h\cdot Hh$ to zero gives $F_i+b_ih_i=0$, hence

$$h_i^{\rm N}=-\frac{F_i}{b_i},\qquad F_ih_i^{\rm N}=-\frac{F_i^2}{b_i}. \tag{1}$$

The product $F_ih_i$ is the first-order energy change along mode $i$. Newton's step descends where the curvature is positive and climbs where it is negative. It thus aims at the stationary point of the local quadratic model, which has the index of the present region. Long steps can leave that region and end at a point of another index.

Consider an invented three-coordinate model, with energies in eV:

$$V=(x^2-1)^2+0.4x+1-\cos y+0.2x\sin y+z^2+0.3x^2z .$$

It couples a tilted double well in $x$, a periodic coordinate $y$ and an oscillator $z$. Start A, $(-0.9,0.4,0.2)$, has index 0; start B, $(-0.3,2.2,-0.2)$, has index 2. Newton's method takes A to the minimum $(-1.063,0.209,-0.169)$ and B to an index-two point near $(0.102,3.121,-0.002)$. The wanted saddle, at $(0.1000,-0.0200,-0.0015)$, is missed from both sides.

## One shift is not enough

The signs can be changed by shifting the curvatures:

$$h_i=-\frac{F_i}{b_i-\lambda},\qquad F_ih_i=\frac{F_i^2}{\lambda-b_i}. \tag{2}$$

A mode is climbed if $\lambda>b_i$ and descended if $\lambda<b_i$. To climb one chosen mode $k$ and descend all the others, a common shift must satisfy

$$b_k<\lambda<b_i\quad\text{for every } i\ne k .$$

This is possible only if $k$ is the lowest mode. At A the motion towards the barrier is along $x$, and that mode is the stiffest: the eigenvalues are $0.984$, $1.926$ and $5.921$ eV, and the third is to be followed. No number lies both above $5.921$ and below $0.984$. The followed mode needs a shift of its own.

The signs alone leave the two shifts undetermined. They should also fade near the saddle, where Newton's step is good. A rational model of the energy supplies such values.

## The rational model and its eigenvalue problem

Replace the quadratic model by

$$Q(h)=\frac{g\cdot h+\tfrac12h\cdot Hh}{1+h\cdot h}. \tag{3}$$

Since $1/(1+h\cdot h)=1-h\cdot h+\dots$, and the numerator begins at first order, the denominator changes the model first at third order. Gradient and Hessian at $h=0$ are kept. For large $h$ the model stays bounded, whereas the quadratic one does not.

Write $N$ and $D$ for numerator and denominator. Stationarity requires

$$\nabla Q=\frac{g+Hh}{D}-\frac{2hN}{D^2}=0 .$$

Multiplying by $D$ and defining $\lambda=2N/D=2Q$ gives

$$(H-\lambda)h=-g. \tag{4}$$

This is the shifted step (2). A second equation fixes $\lambda$. The scalar product of (4) with $h$ is $g\cdot h+h\cdot Hh=\lambda h\cdot h$, while $2N=\lambda D$ reads $2g\cdot h+h\cdot Hh=\lambda+\lambda h\cdot h$. Subtracting the first from the second leaves

$$g\cdot h=\lambda. \tag{5}$$

Equations (4) and (5) together are one eigenvalue problem:

$$\begin{pmatrix}H&g\\g^{T}&0\end{pmatrix}\begin{pmatrix}h\\1\end{pmatrix}=\lambda\begin{pmatrix}h\\1\end{pmatrix}. \tag{6}$$

With $u=(h,1)$ and $A$ the bordered matrix, $u^TAu=2N$ and $u^Tu=D$. Hence $2Q$ is the Rayleigh quotient of $A$. Its maximum is the highest eigenvalue and its minimum the lowest, provided that the eigenvector has a nonzero last component and can be scaled to the form $(h,1)$.

## Two models, two shifts

In the eigenvector basis the quadratic energy is a sum over modes, so it can be split into a part for mode $k$ and a part for the rest. Give each part its own denominator, maximise the first and minimise the second. This is partitioned rational function optimisation, P-RFO.

**The followed mode.** Its bordered matrix has the rows $(b_k,F_k)$ and $(F_k,0)$. The characteristic equation is $\lambda^2-b_k\lambda-F_k^2=0$, and the higher root is

$$\lambda_p=\tfrac12\left[b_k+\sqrt{b_k^2+4F_k^2}\right]. \tag{7}$$

For $F_k\neq0$ the square root exceeds $|b_k|$, so $\lambda_p>b_k$ and $\lambda_p>0$. The first row gives the step, and $\lambda_p(\lambda_p-b_k)=F_k^2$ gives a second form of it:

$$h_k=\frac{F_k}{\lambda_p-b_k}=\frac{\lambda_p}{F_k},\qquad F_kh_k=\lambda_p>0. \tag{8}$$

This step is uphill for either sign of $b_k$.

**The other modes.** Equation (4) gives

$$h_i=-\frac{F_i}{b_i-\lambda_n},\qquad i\ne k, \tag{9}$$

and inserting this in $\sum_{i\ne k}F_ih_i=\lambda_n$ gives

$$\lambda_n=\sum_{i\ne k}\frac{F_i^2}{\lambda_n-b_i}. \tag{10}$$

Define $\varphi(\lambda)=\lambda-\sum_{i\ne k}F_i^2/(\lambda-b_i)$. Its derivative, $1+\sum F_i^2/(\lambda-b_i)^2$, is positive. If all $F_i\ne0$, then $\varphi$ rises from $-\infty$ to $+\infty$ as $\lambda$ goes from $-\infty$ to the smallest $b_i$. There is one root in that interval, and it is the lowest eigenvalue. It lies below every $b_i$ of this group, so each of these modes is descended. Moreover $\lambda_n\le0$, because $h=0$ already gives $Q=0$ and the minimum cannot be higher.

The same function, summed over all modes, shows when one shift would do. Between the two lowest eigenvalues it again rises from $-\infty$ to $+\infty$, if their gradient components are nonzero, so a common shift with the right signs exists for following the lowest mode. That is the situation at B. The partition is needed for A, and it treats both cases alike.

The algorithm is then:

1. Diagonalise $H$ and form the $F_i$.
2. Choose $k$ as the mode with the largest overlap with the mode followed before; at the start, with a direction supplied by the user.
3. Compute $\lambda_p$, $\lambda_n$ and $h$ from (7) to (10).
4. If $|h|>\Delta$, multiply $h$ by $\Delta/|h|$. This positive factor leaves all signs unchanged.
5. Move, and repeat until $|g|$ is small.

## The first steps at A and B

At A, choose the signs of the $v_i$ so that their $x$ components are positive. The gradient components are then $-0.1672$, $0.7855$ and $0.9639$ eV. For the third mode

$$\lambda_p=\tfrac12\left[5.9212+\sqrt{5.9212^2+4(0.9639)^2}\right]=6.074\ \text{eV},$$

$$h_3=\frac{0.9639}{6.0742-5.9212}\approx6.30 .$$

For the other two, $\lambda_n=-0.2991$ eV. It satisfies (10), since

$$\frac{0.1672^2}{-0.2991-0.9837}+\frac{0.7855^2}{-0.2991-1.9262}=-0.0218-0.2773=-0.2991 .$$

The remaining components are $h_1=0.1672/1.2828=0.130$ and $h_2=-0.7855/2.2253=-0.353$. Newton's step on the followed mode would be $-0.9639/5.9212=-0.163$, back towards the minimum. The P-RFO component has the opposite sign but is far too long to be trusted. With $\Delta=0.3$ the whole step is scaled by $0.3/6.31=0.048$.

At B the eigenvalues are $-3.052$, $-0.534$ and $2.006$ eV, and the lowest mode is followed. The shifts are $\lambda_p=0.768$ eV and $\lambda_n=-1.098$ eV. The second mode, with $F_2=-0.7652$ eV, carries the surplus negative curvature. Newton's component there is $-(-0.7652)/(-0.5345)=-1.43$, which climbs. The shifted one is

$$h_2=-\frac{-0.7652}{-0.5345+1.0984}=+1.36,$$

which descends. The shift has made the effective curvature $b_2-\lambda_n$ positive.

## Small gradients: three limits and two failures

The behaviour of (7) for small $F_k$ depends on the curvature.

If $b_k<0$, expanding the root gives $\lambda_p\approx F_k^2/|b_k|$ and $h_k\approx F_k/|b_k|=-F_k/b_k$. This is Newton's step, as wanted near a saddle.

If $b_k=0$, then $\lambda_p=|F_k|$ and $h_k=\pm1$, with the sign of $F_k$. The step has the length $\ell$ of the coordinate scale, however small the force. The choice of scale is therefore part of the method.

If $b_k>0$, then $\lambda_p\approx b_k+F_k^2/b_k$ and

$$h_k\approx\frac{b_k}{F_k}. \tag{11}$$

The step grows without limit as a minimum is approached. At a displacement $\delta$ along the followed mode, $F_k\approx b_k\delta$ and $h_k\approx1/\delta$ in magnitude. For a displacement of $0.001$ from the left minimum the computed value is $1001.3$ on the side away from the saddle and $998.7$ on the side towards it, against the leading estimate $1000$; cubic terms in $V$ change $b_k$ and $F_k$ at relative order $\delta$. The length limit makes such steps usable. At the minimum itself $F_k=0$, the highest eigenvector has no last component, and the step is undefined. The start must be displaced from it.

A related failure can occur among the other modes. If $F_j=0$ on a mode with negative $b_j$, the lowest eigenvector of the bordered matrix may be that mode alone, again with zero last component. The point then lies on a ridge, and the gradient does not say on which side to leave it. A displacement $\delta$ along $v_j$ creates a component $F_j\approx b_j\delta$ and removes the ambiguity.

Correct signs do not guarantee arrival. On the convex surface $V=\tfrac12\kappa\,q\cdot q$, with $\kappa>0$, there is no saddle to find, yet P-RFO keeps climbing its chosen mode. Even where a saddle exists, the energy goes up along one mode and down along the others, so it need not change monotonically and supplies no descent argument. Mode tracking may also switch to another direction. The provable statement about the rate is local: it begins when the iterates enter a suitable neighbourhood of the saddle.

## Why the convergence becomes quadratic

Let $q_*$ be an index-one saddle and $e=q-q_*$. In a ball $|e|\le r$ assume that the Hessian has index one, that $m\le|b_i|\le M$ with $m>0$, and that $H$ is Lipschitz continuous: $\|H(q)-H(q')\|\le L|q-q'|$. Assume also that the followed mode is the negative one. For a free molecule, translations and rotations must first be removed, since their zero eigenvalues at a stationary point would violate $m>0$.

**The shifts are second order.** With $b_k=-|b_k|$, the characteristic equation reads $\lambda_p(\lambda_p+|b_k|)=F_k^2$. Since $\lambda_p\ge0$,

$$0\le\lambda_p\le\frac{F_k^2}{|b_k|}\le\frac{|g|^2}{m}.$$

Put $\nu=-\lambda_n\ge0$. Equation (10) becomes $\nu=\sum_{i\neq k}F_i^2/(b_i+\nu)$ with all $b_i>0$, so $\nu\le|g|^2/m$ as well.

**The change of the step is third order.** Let $s_i$ be $\lambda_p$ for $i=k$ and $\nu$ otherwise. Each P-RFO component has the sign of Newton's component, with $|b_i|$ replaced by $|b_i|+s_i$. The difference has magnitude

$$|F_i|\left[\frac1{|b_i|}-\frac1{|b_i|+s_i}\right]=\frac{|F_i|\,s_i}{|b_i|(|b_i|+s_i)}\le\frac{|F_i||g|^2}{m^3}.$$

Summing squares over $i$ and using $\sum_iF_i^2=|g|^2$,

$$|h-h^{\rm N}|\le\frac{|g|^3}{m^3}. \tag{12}$$

**Newton's error.** After a Newton step the error is $e-H^{-1}g=H^{-1}(He-g)$. Since $g(q_*)=0$, integration along the line from $q_*$ to $q$ gives $g=\int_0^1H(q_*+te)\,e\,dt$. Therefore

$$|He-g|\le\int_0^1L(1-t)|e|^2dt=\tfrac12L|e|^2 .$$

The same integral gives $|g|\le M|e|$. With $\|H^{-1}\|\le1/m$ and (12), the P-RFO error obeys

$$|e_+|\le\frac{L}{2m}|e|^2+\left(\frac Mm\right)^3|e|^3. \tag{13}$$

If

$$\rho=\frac{Lr}{2m}+\left(\frac Mm\right)^3r^2<1, \tag{14}$$

then $|e_+|\le\rho|e|$: the iterates remain in the ball and converge. Since $|h|\le|e|+|e_+|<2r$, the length limit is inactive if $2r\le\Delta$. Equation (13) then gives $|e_+|\le C|e|^2$ with $C=L/2m+(M/m)^3r$, which is quadratic convergence.

**The leading coefficient.** Let $V$ have four continuous derivatives, and let $T_*$ be its third-derivative tensor at the saddle. Then $H=H_*+T_*[e]+O(|e|^2)$ and $g=H_*e+\tfrac12T_*[e,e]+O(|e|^3)$. Subtraction gives $He-g=\tfrac12T_*[e,e]+O(|e|^3)$, and so

$$e_+=\tfrac12H_*^{-1}T_*[e,e]+O(|e|^3). \tag{15}$$

This is Newton's coefficient; by (12) the shifts enter only the remainder. If $T_*=0$, as at a saddle about which $V$ is even, the error after a step is of third order or higher. The purely quadratic barrier $V=-\tfrac12\kappa q^2$ isolates the effect of the shift. Newton's method lands on its top in one step. For P-RFO, $F=-\kappa e$ and $\lambda_p\approx\kappa e^2$, so $h\approx-e/(1+e^2)$ and $e_+\approx e^3$. The price of the shift near the saddle is a small cubic error.

## Reading the two runs

The numerical output lists every iterate. From A the index is 0 at the first two points and 1 from the third onward. The limit $\Delta=0.3$ acts on the first three steps; then the error falls as

$$2.8\times10^{-1},\quad1.0\times10^{-2},\quad1.3\times10^{-6},\quad3.4\times10^{-14}.$$

From B the index changes from 2 to 1 at the fourth point, where the error is still $1.4$. Reaching the right index is thus not the same as reaching the fast regime. Limited steps continue until the error is $0.18$, after which it falls to $3.7\times10^{-3}$, $3.9\times10^{-8}$ and rounding level.

For $r=0.08$, sampling 500 points in the ball gives $m=1.005$ eV, $M=4.018$ eV and $L=4.416$ eV. Then

$$\rho=\frac{4.416(0.08)}{2(1.005)}+\left(\frac{4.018}{1.005}\right)^3(0.08)^2=0.176+0.409=0.585 .$$

Sampled extremes do not rigorously enclose the constants, but they support (14), and $2r=0.16$ is below $\Delta$. The tests confirm (13) at the sampled points and at the iterates inside the ball.

The runs do not, however, display the generic quadratic coefficient. Run A enters the ball with its error mostly along $z$, and every third derivative of $V$ with two $z$ derivatives vanishes, so $T_*[e,e]$ has no term in $e_z^2$. Every remaining term contains at least one minor component of $e$, and $\tfrac12H_*^{-1}T_*[e,e]$ has a length of only $4.8\times10^{-7}$. The cubic effect of the shift along $z$ is then the largest part of the next error: $|F||\lambda_n|/b^2\approx(2.1\times10^{-2})(2.16\times10^{-4})/2.0^2=1.1\times10^{-6}$, close to the error $1.3\times10^{-6}$ that follows.

Run B enters mostly along $y$. At fixed $x$, $\partial V/\partial y$ is a sinusoid with a zero at the saddle, so $\partial^3V/\partial y^3=-\partial V/\partial y=0$ there. The only nonzero third derivative with two $y$ derivatives, $\partial^3V/\partial x\,\partial y^2=-0.2\sin y$, is just $0.004$ eV at the saddle, so the term of $T_*[e,e]$ in $e_y^2$ is small. The whole quadratic part of the next error has a length of $1.5\times10^{-8}$ and lies mostly along $x$; its $y$ component is only $0.5\times10^{-8}$, so along $y$ the cubic terms dominate. Newton's step on a sinusoid leaves $e-\tan e\approx-e^3/3$; the shift adds about $e^3$. The sum, $\tfrac23(3.7\times10^{-3})^3=3.4\times10^{-8}$, accounts for most of the observed $3.9\times10^{-8}$.

A displacement with equal components along $x$, $y$ and $z$ avoids these special directions. There $|e_+|/|e|^2$ is $0.1697$ at $|e|=10^{-2}$ and $0.1653$ at $10^{-3}$, approaching the value $0.1648$ from (15). The measured orders are $2.004$ for the error, and $3.000$ both for the remainder after subtracting the leading term and for the difference from Newton's step.

The saddle has curvatures $-3.890$, $1.008$ and $2.001$ eV. Steepest-descent paths from its two sides end in the left and right wells, so it is the pass between them. Its height above the left minimum is

$$1.0199-(-0.4594)=1.479\ \text{eV}=142.7\ \text{kJ/mol}.$$

This is a potential energy barrier of the model, without zero-point or thermal contributions.

## Numbers as computed

```
longest allowed step = 0.3 (dimensionless)
start A: q = [-0.9  0.4  0.2], index 0
  b (eV) = [0.9837 1.9262 5.9212], followed mode no. 3
  F (eV) = [-0.1672  0.7855  0.9639] (v_i with positive x part)
  lam_p = 6.0742 eV, lam_n = -0.2991 eV
  raw step in modes = [ 0.1303 -0.353   6.3015]
start B: q = [-0.3  2.2 -0.2], index 2
  b (eV) = [-3.0519 -0.5345  2.0064], followed mode no. 1
  F (eV) = [ 1.713  -0.7652  0.4317] (v_i with positive x part)
  lam_p = 0.7681 eV, lam_n = -1.0984 eV
  raw step in modes = [ 0.4484  1.357  -0.139 ]
start A: suitable single shifts = 0 of 4
ball r = 0.08: m = 1.0050 eV, M = 4.0181 eV
  L = 4.4157 eV, contraction bound = 0.5847
run A: n x y z index lam_p/eV lam_n/eV |g|/eV |e|
 0 -0.9000  0.4000  0.2000 0  6.07e+00 -2.99e-01  1.3e+00  1.1e+00
 1 -0.6056  0.4044  0.1427 0  2.02e+00 -4.65e-01  2.0e+00  8.4e-01
 2 -0.3923  0.1990  0.1909 1  9.85e-01 -1.00e-01  1.8e+00  5.7e-01
 3 -0.1231  0.0808  0.1315 1  2.01e-01 -4.06e-02  9.3e-01  2.8e-01
 4  0.1003 -0.0183  0.0088 1  4.56e-08 -2.16e-04  2.1e-02  1.0e-02
 5  0.1000 -0.0200 -0.0015 1  8.83e-13 -2.77e-12  3.0e-06  1.3e-06
 6  0.1000 -0.0200 -0.0015 1  1.11e-27 -1.76e-27  8.8e-14  3.4e-14
run B: n x y z index lam_p/eV lam_n/eV |g|/eV |e|
 0 -0.3000  2.2000 -0.2000 2  7.68e-01 -1.10e+00  1.9e+00  2.3e+00
 1 -0.1943  1.9212 -0.1667 2  4.55e-01 -1.11e+00  1.7e+00  2.0e+00
 2 -0.1062  1.6360 -0.1368 2  2.52e-01 -1.03e+00  1.5e+00  1.7e+00
 3 -0.0350  1.3459 -0.1093 1  1.26e-01 -8.82e-01  1.2e+00  1.4e+00
 4  0.0196  1.0520 -0.0836 1  5.51e-02 -6.74e-01  1.0e+00  1.1e+00
 5  0.0587  0.7556 -0.0593 1  1.96e-02 -4.33e-01  7.7e-01  7.8e-01
 6  0.0837  0.4575 -0.0361 1  4.79e-03 -1.97e-01  4.9e-01  4.8e-01
 7  0.0974  0.1586 -0.0139 1  3.68e-04 -3.16e-02  1.8e-01  1.8e-01
 8  0.1002 -0.0163 -0.0017 1  1.04e-08 -1.35e-05  3.7e-03  3.7e-03
 9  0.1000 -0.0200 -0.0015 1  5.82e-16 -1.45e-15  6.1e-08  3.9e-08
10  0.1000 -0.0200 -0.0015 1  8.45e-34 -7.34e-36  1.9e-16  9.3e-17
Newton A: q = [-1.0627  0.2094 -0.1694], index 0
Newton B: q = [ 1.0210e-01  3.1212e+00 -1.6000e-03], index 2
|e| = 1e-02: new |e| = 1.6970e-05, ratio/e^2 = 0.1697
|e| = 1e-03: new |e| = 1.6532e-07, ratio/e^2 = 0.1653
predicted ratio/e^2 = 0.1648
orders: error 2.004, remainder 3.000, shift effect 3.000
0.001 from minimum: raw followed step = 1001.3
saddle q = [ 0.099977 -0.019993 -0.001499], V = 1.019898 eV
saddle b (eV) = [-3.8897  1.0084  2.0006]
left minimum V = -0.459387 eV
right minimum q = [ 0.9627 -0.1902 -0.139 ]
barrier from left = 1.4793 eV = 142.73 kJ/mol
```
